# Mobility from the Peak Time of a Haynes-Shockley Pulse

## The problem

A long n-type germanium bar carries a uniform field \(E=5.0\) V/cm at \(T=300\) K. At \(t=0\) a thin sheet of holes is injected across the whole cross-section at \(x=0\). A detector at \(L=2.0\) mm downstream reads the local excess hole density without removing holes. Its signal is largest at \(t_p=19.5\) µs. The effective hole lifetime, surface recombination included, is \(\tau=20\) µs. What is the hole mobility?

The direction of hole drift is taken as positive, so that \(E\), the mobility \(\mu\) and the drift velocity \(v=\mu E\) are all positive.

## A tempting solution

The pulse drifts at \(v\), so it seems to reach the detector at \(t_p=L/v\). This gives the apparent mobility

\[
\mu_a=\frac{L}{E\,t_p}=\frac{0.20\ \text{cm}}{(5.0\ \text{V/cm})(19.5\times10^{-6}\ \text{s})}=2051\ \text{cm}^2/\text{Vs}.
\]

Diffusion, on this view, broadens the pulse symmetrically and recombination lowers it uniformly, so neither should move the peak. Both statements are true of the pulse in space at one instant. The detector, however, records one place at successive instants.

## Where the argument fails

Assume low injection, local neutrality, a constant field, recombination proportional to the excess density, and end contacts far from the pulse. The excess density \(p(x,t)\) then obeys

\[
\frac{\partial p}{\partial t}=D\frac{\partial^2p}{\partial x^2}-v\frac{\partial p}{\partial x}-\frac{p}{\tau},
\]

where \(D\) is the diffusion coefficient. Write \(p=e^{-t/\tau}g\). The time derivative of the exponential cancels the recombination term, leaving drift and diffusion for \(g\). In the moving coordinate \(\xi=x-vt\), the time derivative at fixed \(x\) becomes \(\partial_t g-v\,\partial_\xi g\), which cancels the drift term. What remains is \(\partial_t g=D\,\partial_\xi^2g\), whose solution for a sheet source is a spreading Gaussian. For \(N\) injected holes per unit area,

\[
p(x,t)=\frac{N}{\sqrt{4\pi Dt}}\exp\left[-\frac{(x-vt)^2}{4Dt}-\frac{t}{\tau}\right].
\]

At fixed \(t\) the maximum in space is indeed at \(x=vt\). To find the maximum in time, set \(x=L\) and expand

\[
\frac{(L-vt)^2}{4Dt}=\frac{L^2}{4Dt}-\frac{Lv}{2D}+\frac{v^2t}{4D}.
\]

The middle term does not depend on time. Differentiating the logarithm of the signal gives

\[
\frac{\partial\ln p}{\partial t}=-\frac{1}{2t}+\frac{L^2}{4Dt^2}-\frac{v^2}{4D}-\frac1\tau .
\]

Now evaluate this at the supposed peak time, \(t=L/v\). The second term becomes \(v^2/(4D)\) and cancels the third, so that

\[
\left.\frac{\partial\ln p}{\partial t}\right|_{t=L/v}=-\frac{v}{2L}-\frac1\tau<0 .
\]

The signal is already falling when the crest of the pulse reaches the detector. The first term comes from the continued spreading of the pulse, the second from its continued decay. Both weaken the part of the pulse that arrives later, so the detector peaks early and \(\mu_a\) is too large.

## The peak time

Set the derivative to zero and multiply by \(4Dt^2\), which is positive:

\[
L^2-2Dt-\left(v^2+\frac{4D}{\tau}\right)t^2=0 .
\]

For \(t>0\) the left side decreases steadily from \(L^2\) to \(-\infty\). It therefore has one positive root, where the slope of the signal changes from positive to negative: a maximum. With \(a=v^2+4D/\tau\), that root is

\[
t_p=\frac{-D+\sqrt{D^2+aL^2}}{a}.
\]

Multiplying numerator and denominator by \(D+\sqrt{D^2+aL^2}\) turns the numerator into \(aL^2\), and \(a\) cancels:

\[
\boxed{t_p=\frac{L^2}{D+\sqrt{D^2+L^2\left(v^2+4D/\tau\right)}}}
\]

Two limits show what this contains.

- **Vanishing diffusion.** As \(D\to0\) at fixed \(v\) and \(\tau\), \(t_p\to L/v\). Recombination alone does not shift the peak, because a pulse of no width has no later part to weaken. For the thin sheet assumed here, its effect on the timing needs the width that diffusion supplies.
- **Vanishing field.** As \(v\to0\) at fixed \(D\) and \(\tau\), \(t_p\) tends to the finite value \(L^2/(D+\sqrt{D^2+4DL^2/\tau})\). Holes then reach the detector by diffusion, and the apparent mobility \(L/(Et_p)\) diverges as \(1/E\).

## Correcting the mobility

Solving the peak condition for the velocity gives

\[
v^2=\frac{L^2}{t_p^2}-\frac{2D}{t_p}-\frac{4D}{\tau},
\]

which can be used directly if \(D\) has been measured separately. Otherwise, for nondegenerate holes, the Einstein relation gives \(D=\mu V_T\), with \(V_T=k_BT/q\) the thermal voltage and \(q\) the elementary charge. Insert this and \(v=\mu E\), divide by \(E^2\), and collect terms:

\[
\mu^2+\frac{2V_T}{E^2t_p}\left(1+\frac{2t_p}{\tau}\right)\mu-\mu_a^2=0 .
\]

Let \(V=EL\) be the voltage between injection plane and detector, not the voltage across the whole bar. Since

\[
\frac{V_T}{E^2t_p}=\frac{V_T}{EL}\,\frac{L}{Et_p}=\frac{V_T}{V}\,\mu_a ,
\]

the equation becomes

\[
\mu^2+2s\mu_a\mu-\mu_a^2=0,\qquad
s=\frac{V_T}{V}\left(1+\frac{2t_p}{\tau}\right).
\]

Its positive root is

\[
\boxed{\mu=\mu_a\left(\sqrt{1+s^2}-s\right)}
\]

Because \((\sqrt{1+s^2}-s)(\sqrt{1+s^2}+s)=1\), the overestimate relative to the corrected mobility is

\[
\frac{\mu_a}{\mu}-1=\sqrt{1+s^2}+s-1\simeq s\qquad(s\ll1).
\]

The formula also survives the weak-field limit, where \(s\) is large. There \(\sqrt{1+s^2}-s\simeq1/(2s)\), and

\[
\mu\simeq\frac{\mu_a}{2s}=\frac{L^2}{2V_Tt_p(1+2t_p/\tau)} .
\]

The field has cancelled. The experiment has become a measurement of \(D\), which the Einstein relation converts into a mobility.

## The numbers

Here \(V_T=25.852\) mV and \(V=1.000\) V, so

\[
s=\frac{0.025852}{1.000}\left(1+\frac{2\times19.5}{20}\right)=0.0763,
\]

\[
\mu=2051.3\times0.92664=1901\ \text{cm}^2/\text{Vs}=0.1901\ \text{m}^2/\text{Vs}.
\]

The tempting answer is 7.9% above this value. The first-order correction \(\mu_a(1-s)\) gives 1895 cm²/Vs, which is 0.3% below it.

The corrected mobility implies \(v=9504\) cm/s and \(D=49.14\) cm²/s, hence \(L/v=21.04\) µs. With diffusion but no recombination the peak would come at 20.51 µs, earlier by 0.54 µs. Adding recombination brings it to 19.50 µs, earlier by a further 1.01 µs. In this example the larger part of the shift therefore appears when recombination is added to diffusion.

At the moment of the reading the crest is at \(vt_p=1.853\) mm, still 0.147 mm short of the detector. The rms width of the pulse is then 0.438 mm, so the detector peaks while the crest is about a third of a width away.

As a test of the peak formula, the transport was also computed as hopping on a lattice, with spacings \(L/75\) and \(L/150\) extrapolated to zero spacing. Given the corrected mobility and the stated field, temperature and lifetime, the detector signal peaked at 19.500 µs.

The correction needs the lifetime. For the same reading, a lifetime 25% shorter gives 1869 cm²/Vs and one 25% longer gives 1920 cm²/Vs, changes of −1.7% and +1.0%.

## A second case: a collector that absorbs the holes

Suppose the detector is instead a plane that removes every arriving hole and measures their current. The density \(p_c\) must now vanish at \(x=L\). Subtracting an image source at \(2L\) achieves this:

\[
p_c(x,t)=p(x,t)-e^{vL/D}\,p(x-2L,t).
\]

The second term satisfies the same linear equation, and its source lies outside the region \(x<L\). At \(x=L\) the two terms cancel, because \((L+vt)^2-(L-vt)^2=4Lvt\) implies \(p(-L,t)=e^{-vL/D}p(L,t)\).

Since \(p_c=0\) at the plane, the drift flux vanishes there and the hole flux is \(-D\,\partial_xp_c\). From \(\partial_xp=-(x-vt)p/(2Dt)\), applied to both terms,

\[
-D\frac{\partial p_c}{\partial x}\bigg|_{L}
=\frac{(L-vt)+(L+vt)}{2t}\,p(L,t)=\frac Lt\,p(L,t).
\]

The extra factor \(1/t\) adds \(-1/t\) to the logarithmic derivative, so \(-1/(2t)\) becomes \(-3/(2t)\). In the quadratic, \(2Dt\) becomes \(6Dt\). Repeating the substitution leaves the formula for \(\mu\) unchanged, but with

\[
s=\frac{V_T}{V}\left(3+\frac{2t_p}{\tau}\right).
\]

The same 19.5 µs reading now gives \(s=0.128\) and \(\mu=1806\) cm²/Vs, 5.0% below the result for the density detector. The type of detector must be known before the reading is corrected.

## Raising the field

With \(L\), \(T\), \(\tau\) and \(\mu=1901\) cm²/Vs held fixed, and the density detector restored, a field of 50 V/cm moves the peak to 2.098 µs. The overestimate falls from 7.9% to 0.31%. This is more than a tenfold reduction because \(V_T/V\) falls by ten while \(t_p/\tau\) falls as well.

The gain has a limit, because the low-field mobility is measured only while \(v\) stays far below the saturation velocity. For a rough saturation velocity of \(6\times10^6\) cm/s, \(v/v_{\rm sat}\) rises from 0.16% to 1.6%. This ratio is not itself the fractional fall in mobility. Because the germanium crystal has inversion symmetry, reversing the field cannot change the mobility in a uniform bar. If the mobility also varies smoothly through zero field, as it does when the carriers are only slightly heated, the fall begins as the square of the field; an energy relaxation time of 1 to 10 ps then puts it at roughly 0.01% to 0.1% here. The empirical form \(\mu/(1+\mu|E|/v_{\rm sat})\), which is not smooth at zero field, would give the full 1.6% instead. At still higher fields it grows while the timing error shrinks, and it eventually becomes the larger of the two.

## Comparison with a real bar

The mobility found here is in the rough range for holes in lightly doped germanium at room temperature. A lifetime of 20 µs is short for good crystals. Folding surface recombination into one lifetime assumes that the faster transverse modes have died out. For a square bar whose 20 µs lifetime is set wholly by its surfaces, this costs nothing in the digits shown at 0.3 mm thickness, but up to about 0.3% in the mobility at 1.3 to 1.4 mm. When \(\tau\gg t_p\), \(s\) approaches \(V_T/V\), here about 0.026. A real point-contact collector drains some of the holes it detects and does not cover the cross-section, so neither detector model describes it fully. The two models differ by 95 cm²/Vs for this reading, which shows how much the choice between them matters.

Other departures can be estimated for a bar with \(10^{15}\) electrons per cm³:

- An injection lasting 0.50 µs shifts the peak by 1.6 ns if time is counted from its centre. Counting from its leading edge, without allowing for the delay, gives 1875 cm²/Vs, 1.3% low.
- Injected holes raise the local conductivity and, at fixed current, lower the field at the crest. For \(10^{11}\) holes per cm², the drift velocity of a small disturbance at the crest density, averaged over the transit, falls by 0.5%, including the small effect of thermal holes. The crest itself is slowed less, because diffusion keeps mixing it with less dense parts of the pulse.
- A 40 µs field pulse heats the bar by about \(4\times10^{-4}\) K, or 0.04 K at the tenfold field.

Trapping is not included in these estimates. If holes are held in traps and released during the transit, the transport equation used here need not apply, and the correction cannot then be relied on to give the mobility of free holes. The remaining estimates are in the numerical output.

## Computed values

```
Emitter-detector distance L: 2.0 mm
Field E: 5.0 V/cm
Voltage E*L: 1.000 V
Temperature: 300 K
Thermal voltage: 25.852 mV
Effective lifetime: 20.0 us
Posed peak reading: 19.50 us
Naive mobility: 2051.3 cm2/Vs
Correction parameter s: 0.07626
Correction factor mu/mu_naive: 0.92664
Corrected mobility: 1900.8 cm2/Vs
Corrected mobility, SI: 0.19008 m2/Vs
First-order mobility mu_naive(1-s): 1894.8 cm2/Vs
Naive overestimate: 7.92 %
Drift velocity: 9504 cm/s
Diffusion coefficient: 49.14 cm2/s
Drift time L/v: 21.044 us
Peak time, diffusion only: 20.507 us
Peak time, lattice, diffusion only: 20.507 us
Peak time, lattice, full model: 19.500 us
Pulse maximum at reading, v*t: 1.853 mm
Pulse maximum at reading, lattice: 1.853 mm
Pulse rms width at reading: 0.438 mm
Mobility if lifetime is 25% shorter: 1869.2 cm2/Vs
Mobility if lifetime is 25% longer: 1920.0 cm2/Vs
Absorbing collector, s for same reading: 0.12797
Absorbing collector, mobility: 1805.5 cm2/Vs
Absorbing peak for corrected mu, formula: 18.567 us
Absorbing peak, lattice: 18.567 us
Tenfold field: 50 V/cm
Peak time at tenfold field: 2.0978 us
Naive overestimate at tenfold field: 0.313 %
Rough saturation velocity: 6.0e+06 cm/s
v/v_sat at example field: 0.16 %
v/v_sat at tenfold field: 1.58 %
Injection duration: 0.50 us
Peak shift, timed from pulse centre: 1.62 ns
Mobility if timed from leading edge: 1875.4 cm2/Vs
Bar thickness: 0.30 mm
Peak shift from transverse spreading: -0.55 ns
Electron density: 1.0e+15 cm^-3
Rough electron mobility: 3900 cm2/Vs
Rough intrinsic density: 2.4e+13 cm^-3
Injected sheet density: 1.0e+11 cm^-2
Maximum excess density at 1 us: 3.83e+12 cm^-3
Thermal-hole velocity change: -0.086 %
Mean velocity change, with injection: -0.486 %
Field-on time: 40 us
Rough heat capacity: 1.7 J/(cm3 K)
Joule heating per field pulse: 3.68e-04 K
Joule heating at tenfold field: 3.68e-02 K
Rough relative permittivity: 16
Dielectric relaxation time: 2.27 ps
Rough valence-band density: 5.0e+18 cm^-3
Einstein-relation change at 1 us: 2.7e-07
```
